# Equilibrium Density Matrix of an Open Junction by Contour Integration

## 1. What symmetry fixes

A finite region is joined to two semi-infinite leads. Electrons are independent, the orbitals are orthonormal, and the whole system is in equilibrium at one chemical potential $\mu$ and temperature $T>0$. We want the density matrix of the region for one spin,

$$D_{ij}=\langle c_j^\dagger c_i\rangle .$$

It is dimensionless, Hermitian and linear in the Fermi function $f$. The retarded Green function $G$ has the dimension of inverse energy, so $I=\int_{E_b}^{\infty}G f\,dE$ is dimensionless. The lower limit $E_b$ lies below the whole spectrum and keeps the integral finite. Under a unitary change $U$ of the orbitals, $D$ and $I$ both transform as $UXU^\dagger$. The simplest form with these properties is $D=cI+c^*I^\dagger$, with a number $c$.

One isolated level $\epsilon$ fixes $c$. There $G=1/(E-\epsilon+i0)$, so $I=\mathcal P-i\pi f(\epsilon)$, where $\mathcal P$ is a real principal-value integral. The answer must be $f(\epsilon)$, so $\mathcal P$ must drop out of $2\,\mathrm{Re}(cI)$. Hence $c=i\gamma$ with $\gamma$ real. Then $2\pi\gamma f=f$ gives $\gamma=1/2\pi$, and

$$D=\frac{i}{2\pi}\,(I-I^\dagger). \tag{1}$$

The spectral theorem confirms this for the coupled system. If $|k\rangle$ are the eigenstates of the total Hamiltonian, then

$$G(E+i\eta)-G^\dagger(E+i\eta)=\sum_k\frac{-2i\eta}{(E-E_k)^2+\eta^2}|k\rangle\langle k|\to-2\pi i\,\delta(E-H_{\rm tot}).$$

Multiplying by $if/2\pi$, integrating and projecting on the region gives (1), with $D=[f(H_{\rm tot})]$ in the region.

Element by element, (1) reads $D_{ij}=(i/2\pi)(I_{ij}-I_{ji}^*)$. If $G$ is symmetric, this becomes $-\mathrm{Im}\,I_{ij}/\pi$. A real $H$ gives a symmetric $G$ here; a magnetic flux through a closed loop in general spoils the symmetry.

## 2. Eliminating the leads

Let $H$ be the Hamiltonian of the region. Each lead is a chain with zero site energy and hopping $+t$, attached to an end site by the same hopping. Write $(z-H_{\rm tot})G_{\rm tot}=1$ in blocks and eliminate the lead blocks:

$$G(z)=[z-H-\Sigma(z)]^{-1},\qquad \Sigma=t^2g(z)P. \tag{2}$$

Here $P$ projects on the two end sites and $g$ is the Green function at the end of a lead. Removing the first site of a semi-infinite chain leaves the same chain, so $g=1/(z-t^2g)$, or $t^2g^2-zg+1=0$. The root that behaves as $1/z$ at large $|z|$ is

$$g=\frac{z-\sqrt{z-2t}\,\sqrt{z+2t}}{2t^2}. \tag{3}$$

With principal square roots the branch cut is the band $[-2t,2t]$.

Set $z=-2t\cos\theta$ and $\lambda=e^{i\theta}$, so that $z=-t(\lambda+1/\lambda)$. Substitution in the quadratic equation shows that $g=-\lambda/t$. For $\theta=\alpha+i\beta$ with $0<\alpha<\pi$, $\mathrm{Im}\,z=2t\sin\alpha\sinh\beta$. The upper half-plane therefore has $\beta>0$ and $|\lambda|<1$: waves decay into the lead.

## 3. Moving the integral off the axis

$G$ is a block of the resolvent of a Hermitian operator. It is analytic away from the real spectrum, and $\|G(z)\|\le1/|\mathrm{Im}\,z|$. The function $f(z)=1/(e^{(z-\mu)/kT}+1)$ has poles where the exponential equals $-1$. Those in the upper half-plane are

$$z_n=\mu+i\pi kT(2n+1),\qquad n=0,1,\dots$$

Near $z_n$ the denominator is $-(z-z_n)/kT$, so the residue is $-kT$.

Choose $E_b$ below the entire spectrum, bound states included. Below $E_b$ we have $G=G^\dagger$, and nothing is lost by starting there. Let a path leave $E_b$, pass above the first $N$ poles and run to $+\infty$, where $f$ decays exponentially. Traversing the axis to the right (just above any bound-state pole) and returning along the path is counterclockwise. Cauchy's theorem gives

$$\int_{\rm axis}Gf\,dz-\int_{\rm path}Gf\,dz=2\pi i(-kT)\sum_{n<N}G(z_n),$$

and therefore

$$I=\int_{\rm path}Gf\,dz-2\pi i\,kT\sum_{n<N}G(z_n). \tag{4}$$

For the pole term alone, $I-I^\dagger=-2\pi i\,kT\sum(G+G^\dagger)$. Multiplication by $i/2\pi$ gives its share of the density matrix, $kT\sum_{n<N}(G+G^\dagger)$.

Could one use the poles of $f$ alone? The partial fractions of the hyperbolic tangent give

$$f(E)=\tfrac12-\tfrac12\tanh\frac{E-\mu}{2kT}=\tfrac12-\sum_{n\ge0}\frac{2kT(E-\mu)}{(E-\mu)^2+\omega_n^2},$$

with $\omega_n=(2n+1)\pi kT$. Since $\sum_{n\ge N}(2n+1)^{-2}\approx1/4N$, stopping after $N$ terms leaves an error of about $|E-\mu|/(2\pi^2kT\,N)$. For a level 3 eV below $\mu$ at 300 K, an error of $10^{-9}$ would need about $6\times10^9$ poles. The path integral replaces this slow tail. Another remedy is to change the poles: a continued-fraction expansion of the hyperbolic tangent has different poles and residues and converges much faster. With 20 poles in the upper half-plane it reproduces $f$ within 3 eV of $\mu$ at 300 K to better than $10^{-11}$. We follow the path integral here.

## 4. The two quadrature rules

**The line.** Place it at height $\Delta=2\pi NkT$, midway between two poles. Then $e^{i\Delta/kT}=1$ and $f(x+i\Delta)=f(x)$, which is real and positive. With $x=\mu+kT\,s$, the line integral is

$$kT\int_{-a}^{\infty}\frac{G(\mu+kTs+i\Delta)}{e^s+1}\,ds\approx kT\sum_j w_jG(\mu+kTs_j+i\Delta).$$

We take $a=30$ and cut the upper end at $s=40$, where $f\approx e^{-40}$.

The nodes belong to the polynomials $p_k$ orthonormal under the weight $1/(e^s+1)$. They obey $s\,p_k=\beta_{k+1}p_{k+1}+\alpha_kp_k+\beta_kp_{k-1}$. The Lanczos recursion, applied to multiplication by $s$ on a fine Gauss–Legendre grid, supplies $\alpha_k$ and $\beta_k$. At a zero of $p_n$ the first $n$ relations close into an eigenvalue equation, so the nodes are the eigenvalues of the $n\times n$ tridiagonal matrix.

A polynomial of degree at most $2n-1$ can be written $qp_n+r$, with $q$ and $r$ of degree below $n$. The first term integrates to zero and vanishes at the nodes, so the interpolating rule is exact for this degree. Consequently $\sum_jw_jp_kp_l=\delta_{kl}$, and the normalized eigenvectors have components $\sqrt{w_j}\,p_k(s_j)$. As $p_0=1/\sqrt{m_0}$, with $m_0$ the integral of the weight, $w_j=m_0v_{0j}^2$. These nodes are independent of the junction and, in units of $kT$, of temperature.

**The arc.** It joins $E_b$ to $x_1+i\Delta$, with $x_1=\mu-akT$. Its centre $c=E_b+R$ is real. With $X=x_1-E_b$, the condition $(X-R)^2+\Delta^2=R^2$ gives

$$R=\frac{X^2+\Delta^2}{2X}. \tag{5}$$

Put $z=c+Re^{i\varphi}$, $dz=iRe^{i\varphi}d\varphi$, and use Gauss–Legendre points from $\varphi=\pi$ down to $\varphi_1=\arctan[\Delta/(x_1-c)]$. On the arc $f$ differs from 1 by at most about $e^{-30}\approx10^{-13}$; it is nevertheless kept in the integrand.

## 5. Convergence on the path

Scale an integration interval to $[-1,1]$. Suppose the function is analytic and bounded by $M$ inside an ellipse with foci $\pm1$, whose semi-axes add up to $\rho>1$. Its Chebyshev coefficients are then bounded by $2M\rho^{-k}$. An $n$-point Gauss rule integrates degree $2n-1$ exactly, so the coefficients with $k\ge2n$ alone contribute to the error. Both the integral and the rule are bounded by $m_0$ times the maximum of the remainder:

$$|\text{error}|\le\frac{4m_0M\rho^{-2n}}{1-\rho^{-1}}. \tag{6}$$

On the line, the half-length is $35kT$ and $G$ is analytic down to the axis, a distance $2\pi NkT$. The scaled minor semi-axis may approach $\beta=2\pi N/35$, which gives $\rho=\beta+\sqrt{1+\beta^2}$. This is 1.20 for $N=1$ and 1.95 for $N=4$. The bound ignores how small the weight is above $\mu$ and need not be sharp.

On the arc, take $f=1$ for the estimate. Each end of the arc sets a limit. A bound state or band edge a short distance above $E_b$ lies near $\varphi=\pi$, and it controls the error when $E_b$ is close to the spectrum or $N$ is large: in the junction of section 7, raising $E_b$ from $-6$ to $-4$ eV at $N=4$ lets the bound state slow the fall of the logarithm of the arc error from about 1.25 to about 0.9 per point. At the other end the nearest possible singularity is at $\varphi=0$, where the circle meets the band. With half-length $h=(\pi-\varphi_1)/2$, it allows a scaled major semi-axis of $1+\varphi_1/h$. This limit is also governed by $\Delta$: if $T$ falls at fixed $N$, $\varphi_1\propto T$ and $\rho-1\approx\sqrt{2\varphi_1/h}\propto T^{1/2}$. In this worst case the number of arc points grows as $T^{-1/2}$. The growth levels off if the retarded $G$ continues smoothly through the band where the circle meets it, because the nearest true singularity then stays at a finite distance. Increasing $N$ as $T$ falls keeps $\Delta$ fixed, at the cost of more pole terms.

## 6. A real-axis rule for comparison

On the axis, use $E=-2t\cos\theta$. The band part of (1) becomes

$$D_{\rm band}=\int_0^\pi F(\theta)\,d\theta,\qquad F=\frac{i(G-G^\dagger)f\,2t\sin\theta}{2\pi}.$$

Changing $\theta$ to $-\theta$ changes $\lambda$ to $\lambda^*$, hence $G$ to $G^\dagger$. Both $G-G^\dagger$ and $\sin\theta$ change sign, so $F$ is even and has period $2\pi$. The square-root band edges are gone.

Expand $F=\sum_kF_ke^{ik\theta}$. The midpoint rule with $n$ points on $[0,\pi]$ is half of a $2n$-point rule on the circle. It averages $e^{ik\theta}$ to zero unless $k=2nm$, where it gives $(-1)^m$. The exact integral is $\pi F_0$, so the error is

$$\pi\sum_{m\ne0}(-1)^mF_{2nm}. \tag{7}$$

Shifting the integral for $F_k$ into the complex plane, up to the nearest singularity at distance $b$, gives $F_k\sim e^{-b|k|}$. The error envelope is $e^{-2nb}$. The real part of the pole position adds an oscillation with $n$.

For a pole of $G$, insert $\Sigma=-t\lambda P$ in $(E-H-\Sigma)u=0$:

$$[-t(\lambda+1/\lambda)-H+t\lambda P]u=0.$$

Multiplication by $-m/t$, with $m=1/\lambda$, gives

$$[m^2+mH/t+(1-P)]u=0. \tag{8}$$

A bound state has $|m|>1$. A resonance has $|m|<1$ and $b=\ln|\lambda|$. Since $dE/d\theta=2t\sin\theta$, a narrow resonance of energy half-width $\gamma$ has $b\approx\gamma/(2t\sin\theta)$: the number of midpoint evaluations grows as $1/\gamma$.

Bound states lie outside the band integral. On lead site $j$ the amplitude is $(-\lambda)^j$ times that on the end site. The norm in the leads is therefore $\langle P\rangle\sum_{j\ge1}\lambda^{2j}$, where $\langle P\rangle=u^\dagger Pu$ for normalized $u$. The weight in the region is

$$W=\left[1+\frac{\lambda^2}{1-\lambda^2}\langle P\rangle\right]^{-1}, \tag{9}$$

and $f(E_{\rm bound})Wuu^\dagger$ must be added to $D_{\rm band}$. The contour needs no such addition, provided $E_b$ lies below the bound state.

## 7. Worked junction

Energies are in eV. The region has chain sites 0 to 4 with hopping $t=1$ and zero site energies, except for $-3$ at site 1. Orbital 5, at $-0.03$, is coupled to site 3 by 0.1. We take $\mu=0$ and $T=300$ K, so $kT=0.025852$.

Every eigenvalue lies within the sum of absolute couplings of some site energy. The lowest such limit is $-3-2=-5$, and we choose $E_b=-6$. With $N=4$, $\Delta=8\pi kT=0.6497$ and $x_1=-30kT=-0.7756$. Thus $X=5.2244$ and

$$R=\frac{27.295+0.422}{10.449}=2.653,\qquad c=-3.347,\qquad\varphi_1=0.2475.$$

The bound state is at $-3.60557$. A bare infinite chain with the same deep site checks this. There $-(\lambda+1/\lambda)=-3-2\lambda$, so $1/\lambda-\lambda=3$ and $E=-\sqrt{3^2+4}=-3.60555$. Its weight on the deep site is $(1-\lambda^2)/(1+\lambda^2)=3/\sqrt{13}=0.832$. Omitting the bound state from the real-axis result indeed leaves a largest error of 0.832.

With 24 arc points, 12 line points and 4 poles, the side orbital receives

$$D_{55}=0.2293+0.2851+0.2253=0.7397$$

from arc, line and poles. These shares depend on the chosen path; the sum does not. The resonance lies at $-0.0275$, where $f=0.743$. Its half-width, 1.66 meV, is 0.064 of $kT$, so an occupation close to this value is expected. The deep site holds 0.916 electrons per spin, of which 0.832 come from the bound state. The region holds 7.04 electrons in both spins. The bond element $D_{23}=-0.385$ is negative because, with hopping $+t$, low-energy states alternate in sign.

## 8. Measured errors and costs

The reference is $f(H_{\rm tot})$ from diagonalization with 400 sites in each lead. Reflection at a far end changes $g$ by a relative amount of order $|\lambda|^{800}$. At the lowest Fermi pole $2t\sinh\beta=\pi kT$, so $\beta\approx0.0406$ and this factor is about $10^{-14}$. Errors below are the largest absolute error of any element of $D$. The cost is the number of evaluations of $G$; midpoint nodes with $f\le10^{-16}$ are skipped.

| Contour cost | Error | Midpoint cost | Error |
|---:|---:|---:|---:|
| 10 | 6.8e-3 | 1316 | 4.0e-3 |
| 16 | 2.0e-5 | 2632 | 1.9e-3 |
| 28 | 6.4e-10 | 5264 | 2.5e-6 |
| 40 | 3.6e-12 | 10528 | 4.3e-12 |

The contour has $N=4$ and twice as many arc as line points. From 4 to 24 arc points the logarithm of its error falls by $\ln(6.8\times10^{-3}/3.6\times10^{-12})/20=1.07$ per arc point. For the arc alone, $h=1.447$, the major semi-axis is 1.171 and $\rho=1.78$, so (6) suggests $2\ln\rho=1.15$. For the line alone, $\rho=1.95$ gives $2\ln\rho=1.33$ per line point, or 0.67 per arc point at this ratio; the observed fall is faster, so the line bound is not sharp here. Varied separately over the same range, the arc error falls by 1.25 per arc point and the line error by 1.96 per line point, or 0.98 per arc point. With 24 arc and 12 line points the line error, $3.6\times10^{-12}$, controls the total.

For the midpoint rule, (8) predicts a decay rate $2b=0.001660$ per $\theta$ point. Comparing the largest errors in two windows, which begin at $n=4000$ and $n=8000$, gave 0.001661; a test required agreement within 3%. The small gain between costs 1316 and 2632 comes from the oscillation. A narrow resonance at $E_r$ near the band centre has $\theta_r\approx\pi/2+E_r/2t$, and its nearly Lorentzian peak in $F$ makes the leading error proportional to $\cos(2n\theta_r)$. At $n=2000$, the first of these, the phase $2n\theta_r$ differs from $n\pi$ by $2000\times0.0275=55.0$ rad, close to $17.5\pi$. The cosine then almost vanishes, and that entry is accidentally good.

For a tolerance of $10^{-9}$, the scanned contour needs 28 evaluations and the midpoint rule 8225. Adaptive Gauss–Kronrod quadrature in $\theta$, with the same requested tolerance and the bound state added, used 777. It reached $3.8\times10^{-14}$, so its error estimate was cautious. The ratio of the two counts is about 28, but it is not a like-for-like gain: the contour grid was picked by its known error against the reference, whereas the adaptive rule had to estimate its own error and overshot the request.

With the arc-to-line ratio held at two, the costs for $10^{-9}$ were:

| Enclosed poles $N$ | 1 | 2 | 4 | 8 | 16 |
|---|---:|---:|---:|---:|---:|
| Evaluations of $G$ | 121 | 59 | 28 | 26 | 31 |

The value for $N=1$ is at the last grid scanned and is not yet stable: the line error exceeds $10^{-9}$ again at 44 points and stays below it only from 45, which at this ratio costs 136. Too few poles leave the path close to the spectrum. At $N=1$ the line then needs 45 points and the arc only about 22, so separate counts would cost 68 and the fixed ratio doubles this. Beyond about eight poles, the added pole evaluations outweigh the gain in this example.

Reducing the side coupling tenfold reduces the half-width about a hundredfold, as expected from its quadratic dependence on a weak coupling. It becomes 16.8 µeV. The same 40 contour evaluations give an error of $3.9\times10^{-12}$, while midpoint grids of about 16,000 $\theta$ points err by up to 0.66. The bound $\|G\|\le1/\mathrm{Im}\,z$ explains why a narrow resonance does not produce a tall peak on the raised path.

## 9. Broadening, flux and limits of use

One way to make the real-axis integrand smooth is to evaluate $G(E+i\eta)$ at finite $\eta$. Set $z=E+i\eta$ and shift the integration back to the axis. The integrand becomes $G(E+i0)f(E-i\eta)$, and the short vertical piece at $E_b$ contributes $-i\eta G(E_b)$ to $I$. Expanding $f(E-i\eta)=f-i\eta f'+\dots$ and using (1),

$$\delta D=\frac{\eta}{2\pi}\int f'(G+G^\dagger)\,dE+\frac{\eta}{\pi}G(E_b)+O(\eta^2). \tag{10}$$

The expansion requires $\eta\ll\pi kT=81$ meV. The first term samples $G$ near $\mu$; the second is the Lorentzian tail cut off below $E_b$. For $\eta=1$ and 2 meV the errors are 0.0043 and 0.0085, a ratio of 1.97. The finer calculation used 28,137 energies. A denser energy grid does not remove this error, because it belongs to the altered integrand.

To test the matrix form (1), a link of magnitude 0.3 eV and phase 0.7 rad was added between site 2 and orbital 5, closing a triangle. With 60 arc points, 30 line points and 4 poles, (1) has an error of $3.0\times10^{-15}$. Replacing it by $-\mathrm{Im}\,I/\pi$ gives an error of 0.16.

The energies are round values in the rough regime of a one-atom-wide metal contact at room temperature: hopping of order 1 eV. The side orbital is deliberately weakly coupled; its meV width is far below the eV scale of the chain. For such an orbital, neglected electron repulsion is a severe omission. Take a rough $U=1$ eV and, because the width is far below $kT$, treat the orbital as isolated. The empty state has weight 1, each singly occupied state $e^{0.03/kT}=3.19$, and double occupation is negligible. The mean number is $6.38/7.38=0.86$, against 1.48 in the model. On the deep site a mean-field shift $U(n-\tfrac12)$ would be 0.42 eV. The computed charges therefore solve the stated one-electron problem and do not predict those of a real contact. In a mean-field calculation, the contour can supply $D$ at each iteration, with $H$ updated between iterations.

The method also requires a common Fermi function. Under bias, the density matrix contains products of $G$ and $G^\dagger$ weighted by different lead occupations. Such a product is not analytic in the upper half-plane, so this contour cannot replace that part of the real-axis integral. The numerical output below gives all occupations, several bond elements and further convergence data.

## Calculated quantities

```
T = 300 K, kT = 0.025852 eV, mu = 0.0 eV
hopping 1.0, deep site -3.0, side orbital -0.03, side coupling 0.10 eV
spectrum floor bound -5.00, path start -6.00 eV
4 poles: line height 0.64973 eV, line start -0.77556 eV
arc centre -3.34738 eV, radius 2.65262 eV, end angle 0.24746 rad
bound state -3.605571 eV, weight in region 0.992237
resonance -0.027497 eV, half-width 1.6594 meV
resonance half-width / kT = 0.0642
Density matrix, 24 arc + 12 line + 4 pole points (per spin)
occupations 0..5: 0.425925 0.915559 0.424159 0.536229 0.476241 0.739697
D01 -0.163808, D12 -0.164526, D23 -0.384565, D34 -0.274967, D35 -0.048751
electrons in region, both spins: 7.035622
side orbital shares: arc 0.229295, line 0.285127, poles 0.225275
max error against diagonalization: 3.6e-12
Contour, 4 poles: G evaluations, max error
    10  6.8e-03
    16  2.0e-05
    22  1.7e-07
    28  6.4e-10
    34  8.6e-11
    40  3.6e-12
    52  1.2e-14
Real axis, midpoint in theta, bound state added: same columns
     329  3.4e-01
     658  2.0e-01
    1316  4.0e-03
    2632  1.9e-03
    5264  2.5e-06
   10528  4.3e-12
   15792  6.8e-15
G evaluations for a tolerance: contour (4 poles), real midpoint
  1e-03: 13, 2961
  1e-06: 22, 5593
  1e-09: 28, 8225
adaptive real axis, requested 1e-9: 777 evaluations, error 3.8e-14
contour cost for 1e-9 by enclosed poles: 1: 121, 2: 59, 4: 28, 8: 26, 16: 31
midpoint error rate per theta point: measured 0.001661, predicted 0.001660
max error if bound state is omitted: 0.832026
broadening 1 meV: error 0.004313, 28137 evaluations
broadening 2 meV: error 0.008502, 14069 evaluations
error ratio on doubling the broadening: 1.9711
coupling 0.01 eV: half-width 16.828 micro-eV
  contour error (40 evaluations) 3.9e-12
  midpoint error (about 16000 theta points) 6.6e-01
flux 0.7 rad: error of (I - I^dagger) form 3.0e-15, of -Im I/pi 1.6e-01
neglected repulsion, rough U = 1.0 eV:
  side orbital electrons: model 1.4794, atomic limit with U 0.8645
  mean-field shift of deep site U(n - 1/2): 0.4156 eV
```
